# Image Repulsion of an Electron near a Pore in a Low-k Dielectric: verification in Python

```python
"""Image energy of an electron inside a dielectric near a vacuum pore.

Result under test, for a flat boundary with a vacuum half-space:
    W = e^2/(16 pi eps0 k d) * (k - 1)/(k + 1)   (positive: repulsive)
k: relative permittivity of the dielectric; d: distance to the surface.
W is measured from the same electron deep inside the dielectric.
For a vacuum slit of width w, with dielectric beyond it, W is reduced
by a series of further images; that series is tested as well.
Lengths are in nm, charges in units of the electron's charge, energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

# e^2/(4 pi eps0) expressed in eV nm
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9


def integrate(function, lower, upper):
    return quad(function, lower, upper, epsabs=0, epsrel=1e-9, limit=200)[0]


# ---------- derived formulas ----------
def reflection(k):
    return (k - 1) / (k + 1)


def image_energy(k, d):
    return COULOMB * reflection(k) / (4 * k * d)


def slit_energy(k, d, w, terms=200):
    beta = reflection(k)
    n = np.arange(1, terms + 1)
    series = np.sum(beta ** (2.0 * n - 2) / (d + n * w))
    return COULOMB * beta / (4 * k) * (1 / d - (1 - beta**2) * series)


# ---------- independent road: boundary conditions and quadrature ----------
def bound_charge_density(k, z, rho):
    """Solve for the normal fields on both sides and the surface charge."""
    incident = -(z / k) / (rho**2 + z**2) ** 1.5
    matrix = np.array([[1.0, -1.0, -4 * np.pi],   # jump from the sheet
                       [1.0, 1.0, 0.0],           # mean = incident field
                       [k, -1.0, 0.0]])           # normal displacement
    return np.linalg.solve(matrix, [0.0, 2 * incident, 0.0])[2]


def sheet_integral(k, z, kernel):
    """Integrate density * kernel over the surface, with rho = z * t."""
    def ring(t):
        rho = z * t
        return (bound_charge_density(k, z, rho) * 2 * np.pi * rho * z
                * kernel(rho))
    return integrate(ring, 0, np.inf)


def sheet_potential(k, z):
    return sheet_integral(k, z, lambda rho: 1 / np.hypot(rho, z))


def sheet_force(k, z):
    """Force on the electron away from the surface, in eV/nm."""
    return COULOMB * sheet_integral(
        k, z, lambda rho: z / np.hypot(rho, z) ** 3)


def work_from_infinity(k, d):
    """Integrate the force over distance, using z = d/u."""
    return integrate(lambda u: sheet_force(k, d / u) * d / u**2, 0, 1)


def slit_energy_by_matching(k, d, w):
    """Match potential and displacement at both walls for each wavenumber."""
    def induced(wavenumber):
        g = np.exp(-wavenumber * d)
        x = np.exp(-wavenumber * w)
        matrix = np.array([[1.0, -1.0, -x, 0.0],
                           [k, 1.0, -x, 0.0],
                           [0.0, x, 1.0, -1.0],
                           [0.0, x, -1.0, -k]])
        amplitudes = np.linalg.solve(matrix, [-g, k * g, 0.0, 0.0])
        return amplitudes[0] * g
    return 0.5 * COULOMB / k * integrate(induced, 0, np.inf)


# ---------- model parameters ----------
k0, d0, temperature = 2.5, 0.5, 300.0
W0 = image_energy(k0, d0)
slit_widths = (1.0, 2.0, 5.0, 20.0)

# ---------- tests ----------
total_bound = sheet_integral(k0, d0, lambda rho: 1.0)
assert np.isclose(total_bound, reflection(k0) / k0, rtol=1e-6)
assert total_bound > 0  # same sign as the electron: repulsion

potential_energy = COULOMB * sheet_potential(k0, d0)
force0 = sheet_force(k0, d0)
work0 = work_from_infinity(k0, d0)
assert np.isclose(work0, W0, rtol=1e-6)
assert np.isclose(potential_energy, 2 * work0, rtol=1e-6)
assert np.isclose(force0, W0 / d0, rtol=1e-6)

for k_test, d_test in ((2.0, 0.5), (3.0, 0.5), (4.0, 0.5),
                       (2.5, 0.4), (2.5, 0.6), (12.0, 1.7)):
    numerical = 0.5 * COULOMB * sheet_potential(k_test, d_test)
    assert np.isclose(numerical, image_energy(k_test, d_test), rtol=1e-6)

# A flat maximum limits the accuracy of its numerically found position.
search = minimize_scalar(lambda k: -sheet_potential(k, d0),
                         bounds=(1.2, 6.0), method="bounded",
                         options={"xatol": 1e-6})
k_best = search.x
assert abs(k_best - (1 + np.sqrt(2))) < 1e-3

for width in slit_widths:
    matched = slit_energy_by_matching(k0, d0, width)
    assert np.isclose(matched, slit_energy(k0, d0, width), rtol=1e-6)
    assert 0 < matched < work0
assert slit_energy_by_matching(k0, d0, 1e-4) < 1e-3 * W0
assert np.isclose(slit_energy_by_matching(k0, d0, 1e4), W0, rtol=1e-3)

thermal = const.k * temperature / const.e
d_thermal = W0 * d0 / thermal
assert np.isclose(0.5 * COULOMB * sheet_potential(k0, d_thermal),
                  thermal, rtol=1e-6)
assert round(work0, 2) == 0.12  # the rounded value claimed for the estimate

# ---------- worked example ----------
print(f"Relative permittivity k: {k0:.1f}")
print(f"Distance to surface d: {d0:.1f} nm")
print(f"e^2/(4 pi eps0): {COULOMB:.5f} eV nm")
print(f"Image charge / electron charge: {reflection(k0):.5f}")
print(f"Total bound charge / electron charge: {total_bound:.5f}")
print(f"Charge times induced potential (no half): {potential_energy:.4f} eV")
print(f"Repulsive force at d: {force0:.4f} eV/nm")
print(f"Work from integrated force: {work0:.4f} eV")
print(f"Image energy W from formula: {W0:.4f} eV")
print(f"Image energy W in joules: {W0 * const.e:.3e} J")
print(f"k of largest W, found numerically: {k_best:.3f}")
print(f"1 + sqrt(2): {1 + np.sqrt(2):.3f}")
print(f"W at k = 1 + sqrt(2): {image_energy(1 + np.sqrt(2), d0):.4f} eV")
for k_value in (2.0, 3.0, 4.0):
    print(f"W at k = {k_value:.1f}, d = {d0:.1f} nm: "
          f"{image_energy(k_value, d0):.4f} eV")
for d_value in (0.4, 0.6):
    print(f"W at k = {k0:.1f}, d = {d_value:.1f} nm: "
          f"{image_energy(k0, d_value):.4f} eV")
for width in slit_widths:
    energy = slit_energy(k0, d0, width)
    print(f"Slit width {width:.0f} nm: W = {energy:.4f} eV, "
          f"fraction of half-space value = {energy / W0:.3f}")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kB*T: {thermal:.5f} eV")
print(f"W / (kB*T): {W0 / thermal:.2f}")
print(f"Distance where W = kB*T: {d_thermal:.2f} nm")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Relative permittivity k: 2.5
Distance to surface d: 0.5 nm
e^2/(4 pi eps0): 1.43996 eV nm
Image charge / electron charge: 0.42857
Total bound charge / electron charge: 0.17143
Charge times induced potential (no half): 0.2469 eV
Repulsive force at d: 0.2469 eV/nm
Work from integrated force: 0.1234 eV
Image energy W from formula: 0.1234 eV
Image energy W in joules: 1.977e-20 J
k of largest W, found numerically: 2.414
1 + sqrt(2): 2.414
W at k = 1 + sqrt(2): 0.1235 eV
W at k = 2.0, d = 0.5 nm: 0.1200 eV
W at k = 3.0, d = 0.5 nm: 0.1200 eV
W at k = 4.0, d = 0.5 nm: 0.1080 eV
W at k = 2.5, d = 0.4 nm: 0.1543 eV
W at k = 2.5, d = 0.6 nm: 0.1029 eV
Slit width 1 nm: W = 0.0856 eV, fraction of half-space value = 0.693
Slit width 2 nm: W = 0.1009 eV, fraction of half-space value = 0.818
Slit width 5 nm: W = 0.1133 eV, fraction of half-space value = 0.918
Slit width 20 nm: W = 0.1207 eV, fraction of half-space value = 0.978
Temperature: 300 K
Thermal energy kB*T: 0.02585 eV
W / (kB*T): 4.77
Distance where W = kB*T: 2.39 nm
ALL CHECKS PASSED
```
